Slowing a Fast Reversible Hop in Kinetic Monte Carlo

**Problem**

An adatom on a metal surface is held in a pair of neighbouring sites, A and B. It hops from A to B and from B to A at the same rate k. From B it can also leave the pair for good, at rate r = 1000 per second. There is no exit from A. Each hop is memoryless: the chance of an event in a short time dt is its rate times dt, whatever happened before.

A kinetic Monte Carlo program draws every hop one by one. With k = 10⁹ per second it spends nearly all its effort on moves between A and B. One remedy is to lower k artificially to 10⁵ per second in both directions, leaving r unchanged.

(a) Find the mean time to escape for an adatom that starts in A, and for one that starts in B.

(b) By what percentage does the slowing change the mean escape time from A?

(c) How much time does the adatom spend in each site before it escapes, and how many events must the program draw?

(d) How small may k be if the mean from A is to stay within 1 percent of its value for infinitely fast hops? What happens when k is smaller than r?

(e) How many simulated escapes would reveal the change found in (b)?

(f) Take a temperature of 300 K and a rate prefactor of 10¹³ per second. Which barriers correspond to these rates, and how does the error from slowing compare with other errors of the model?

**Hints**

1. If several events compete, the mean wait for the first is one over the sum of their rates. Each event is the first with probability equal to its share of that sum, and this choice is independent of the wait.

2. Write the mean time from each site as the wait there plus the mean time still needed afterwards.

3. For (c), count visits to B. Each ends in escape with the same probability.

4. For (e), write equations for the mean squares of the escape times in the same way as for the means.

**Solution**

**(a) The two means.** Let T_A and T_B be the mean escape times from A and B. The only event in A is a hop to B, after a mean wait 1/k:

T_A = 1/k + T_B.

In B the total rate is k + r. With probability k/(k + r) the adatom returns to A and must start again; otherwise it has escaped and needs no further time:

T_B = 1/(k + r) + [k/(k + r)] T_A.

Multiply the second equation by k + r and insert the first:

(k + r) T_B = 1 + k T_A = 1 + k(1/k + T_B) = 2 + k T_B.

The terms k T_B cancel, leaving r T_B = 2. Therefore

T_B = 2/r,  T_A = 2/r + 1/k.

From B the mean is the same for every k above zero: when k is small, returns to A are rare, but each costs a long wait of mean 1/k. Only at k = 0, where no return is possible, does it drop to 1/r. From A, k enters only through the wait for the first crossing.

For large k the result has a simple reading. The adatom is then equally likely to be in either site, so the exit is available half of the time. The effective escape rate is r/2, and the mean time is 2/r.

**(b) The change.** For r = 1000 per second, 2/r is 2 ms. The first crossing adds 10⁻⁶ ms at the fast rate and 0.01 ms at the slow one:

fast: T_A = 2.000001 ms,
slow: T_A = 2.010000 ms.

The increase is 0.009999 ms. Relative to the mean at the fast rate, this is 0.50 percent, although k has fallen by a factor of ten thousand.

**(c) Time in each site, and the number of events.** Let n be the mean number of visits to B. There is one visit for certain, and with probability k/(k + r) the adatom returns to A and the count begins again:

n = 1 + [k/(k + r)] n, so n = (k + r)/r = 1 + k/r.

Visits alternate, starting in A and ending in B, so A has the same number of visits. The length of a visit is independent of how it ends, so the mean total time in a site is the number of visits times the mean length of one:

time in B = [(k + r)/r] · [1/(k + r)] = 1/r,

time in A = [(k + r)/r] · (1/k) = 1/r + 1/k.

This explains the weak dependence on k. Slower hopping gives fewer visits to B, but each lasts longer, and the two changes cancel in the total time there. The sum of the two times is again T_A.

Every visit ends in one event, either a hop or the escape. The mean number of events per escape is therefore

N = 2n = 2(1 + k/r).

It is 2 000 002 at the fast rate and 202 at the slow one, a saving by a factor of about 9900 for this pair of sites.

**(d) How far k may be lowered.** The excess of T_A over its fast-hopping limit 2/r, relative to that limit, is

(1/k)/(2/r) = r/(2k).

If it may not exceed e, then k ≥ r/(2e). For e = 0.01 this gives k ≥ 1000/0.02 = 50 000 per second. The price of going lower is seen from three cases:

k = 10⁵ per second: excess 0.5 percent, 202 events;
k = 10⁴ per second: excess 5 percent, 22 events;
k = 10³ per second: excess 50 percent, 4 events.

In the last case k equals r and the mean is 3 ms. If k is much smaller than r, the term 1/k dominates: the first crossing, not the exit, then controls the escape, and the result describes the artificial rate instead of the surface.

**(e) Can a simulation see the change?** Let S_A and S_B be the mean squares of the escape times, and write q = k + r. An exponential wait with rate k has mean 1/k and mean square 2/k². The wait is independent of the time that follows it, so squaring their sum and averaging gives

S_A = 2/k² + (2/k) T_B + S_B,

S_B = 2/q² + (2/q)(k/q) T_A + (k/q) S_A.

Insert S_B into the first equation and use 1 − k/q = r/q and T_B = 2/r:

(r/q) S_A = 2/k² + 4/(kr) + (2/q²)(1 + k T_A).

From (a), 1 + k T_A = 2 + 2k/r = 2q/r, so the last term is 4/(qr). Multiply by q/r and replace q by k + r:

S_A = 2(k + r)/(rk²) + 4(k + r)/(kr²) + 4/r²
  = 8/r² + 6/(kr) + 2/k².

Subtract T_A² = 4/r² + 4/(kr) + 1/k² to obtain the variance:

var = 4/r² + 2/(kr) + 1/k² = T_A² − 2/(kr).

At the slow rate the standard deviation is 0.9975 times the mean. Single escape times thus scatter by about 2 ms, while the shift is 0.01 ms. With M escapes in each of two independent runs, one fast and one slow, the difference of the two averages has variance (var_fast + var_slow)/M. For the shift to equal three standard errors,

M = 9 (var_fast + var_slow)/(0.009999 ms)² ≈ 7.2 × 10⁵.

A direct simulation of 40 000 escapes at the slow rate gave a mean of 2.005 ms with a standard error of 0.010 ms. That error is as large as the shift, so the average of a run of this length cannot reveal it. Even with M escapes per run, the observed difference passes three standard errors in only about half of such trials, and the fast run would need about 1.4 × 10¹² events. The small shift of the mean does not mean that the whole distribution is nearly unchanged. Early escapes are suppressed: the probability of escaping within 5 µs falls from 0.0025 to 0.0009. Among 40 000 escapes that is about 100 against 37, which a run of this length does show.

**(f) Barriers and other errors.** Let k_B be Boltzmann's constant and T the temperature. A rate ν exp(−E/k_BT) with prefactor ν has the barrier

E = k_BT ln(ν/rate).

At 300 K, k_BT = 0.02585 eV. The fast hop has E = 0.02585 eV × ln(10⁴) = 0.238 eV, the slow hop 0.476 eV and the escape 0.595 eV. The slowing amounts to raising the saddle point between A and B by 0.238 eV while the energies of the two sites stay as they are.

The fast hop has a realistic size: a free platinum adatom on Pt(111) has a hop barrier of roughly 0.26 eV, which with the same rough prefactor gives about 4 × 10⁸ hops per second at 300 K. The escape rate is a chosen value. The pair itself is a model of two hollow sites beside an island, not a computed structure. That A has no exit is an assumption of the model: on an open terrace A would have other neighbours, and a single exit at 4 × 10⁸ per second would cut the mean to about 5 ns. One doubtful assumption is that A and B have equal energy, because neighbouring hollow sites on such a surface are not equivalent. If B lies 10 meV higher, with r and the rate from A to B held fixed, the mean rises by 24 percent (first variation below). The 10 meV is a chosen value, and the real difference may be larger. The mean depends on it strongly: with 100 meV it would be about 24 times as long as for equal sites.

Other neglected effects can be sized at the fast rate, one at a time:

- An escape barrier 10 meV higher divides r by exp(0.010/0.02585) and lengthens the mean by 47 percent.
- A temperature 1 K higher, with all barriers fixed, shortens it by 7.4 percent.
- At a deposition flux of 0.01 monolayer per second, an area of 1000 sites receives on average 0.01 × 1000 × 0.002 = 0.02 atoms before the escape. If each of them reaches the pair, about 2 percent of escapes are disturbed.
- Tunnelling through the escape barrier, taken as parabolic with a frequency f = 3 THz, multiplies r by 1 + (hf/k_BT)²/24 = 1.0096 to leading order, h being Planck's constant. The mean falls by about 1 percent. The frequency is a chosen value; with 2 THz the fall from tunnelling alone would be only 0.4 percent, slightly less than the change from slowing. The quantized vibration in the well gives a correction of the same order, left out here; for a well mode of the same frequency it would about double the fall.

For these inputs, the 0.5 percent from slowing is smaller than each of the listed changes of the mean. The 2 percent for deposition is a fraction of escapes, not a change of the mean; its effect on the mean depends on what an arriving atom does. It is still a bias of known sign: as long as A has no exit, slowing both hops equally lengthens the mean from A. With an exit from A faster than r, it would shorten it. Of the other effects listed, some lengthen the mean and some shorten it.

**Variation 1: sites of unequal energy**

Let the hop rates be k_AB from A to B and k_BA from B to A. The first-event equations become

T_A = 1/k_AB + T_B,  (k_BA + r) T_B = 1 + k_BA T_A.

Inserting the first into the second cancels k_BA T_B and leaves r T_B = 1 + k_BA/k_AB. Hence

T_A = 1/k_AB + (1 + k_BA/k_AB)/r.

The ratio k_BA/k_AB affects the mean even when both hops are infinitely fast. If B lies higher by δ and the adatom vibrates with the same frequencies in both sites, detailed balance fixes it at exp(δ/k_BT). Dividing both rates by the same factor preserves the ratio, and for δ = 10 meV the slowing by ten thousand then costs 0.40 percent. In general the excess over the fast-hopping limit is r/[k_AB(1 + k_BA/k_AB)], so the rule in (d) holds for equal sites only. If B lies lower, the cost rises towards r/k_AB: it is 0.60 percent for B lower by 10 meV and 0.98 percent for 100 meV, and k_AB = 50 000 per second no longer keeps it within 1 percent.

Slowing one direction alone destroys the ratio. Return to equal sites with k = 10⁹ per second. If only the hop from A to B is slowed to 10⁵ per second, the ratio is 10⁴ and the mean becomes 10.001 s instead of 2 ms. If only the return hop is slowed, the adatom stays near the exit and the mean drops to 1.0001 ms.

**Variation 2: a second exit**

Let A also have an exit, with rate a, and let both hop rates be k again. Then

(k + a) T_A = 1 + k T_B,  (k + r) T_B = 1 + k T_A.

Multiply the first equation by k + r and insert the second:

(k + r)(k + a) T_A = (k + r) + k(1 + k T_A).

Collecting T_A, the terms in k² cancel:

T_A = (2k + r)/(ak + ar + kr).

For fast hopping this tends to 2/(a + r). An exit from A with a barrier 0.10 eV above that from B has a = 20.9 per second and shortens the mean by 2.05 percent.

For a = r the formula gives T_A = 1/r at every k, since the adatom can then leave at rate r wherever it is. The choice of exit still depends on k. Let p_A and p_B be the probabilities of leaving through A after a start in A or B:

(k + a) p_A = a + k p_B,  (k + r) p_B = k p_A.

Eliminating p_B gives p_A = a(k + r)/(ak + ar + kr). For a = r this is (k + r)/(2k + r), which exceeds one half by r/[2(2k + r)]. An unchanged mean time therefore does not guarantee that the adatom leaves by the right exit. Where the exits lead to different growth sites, this probability must be examined too.
